# Weighted Jacobi Smoothing and Multigrid for the One-Dimensional Poisson Problem: a numerical check

```python
"""Weighted Jacobi smoothing and multigrid for the 1D Poisson problem.

Result under test: for -u'' = f with u = 0 at both ends, three-point
differences and N intervals of width h, a Jacobi sweep with weight
omega = 2/3 multiplies every oscillatory mode (pi/2 <= |theta| <= pi) by a
factor of size at most 1/3, and the V-cycle with one sweep before and one
after coarse correction contracts the energy norm by at most 1/3 for all N.

Symbols: theta = phase advance per grid point; S = sweep matrix;
P = linear interpolation; R = full weighting; A = difference matrix;
T = I - P A_coarse^-1 R A, the exact coarse-grid correction;
s = sin^2(k pi / 2N), c = 1 - s for sine mode k.
Energy norm: ||e||^2 = h e.A e. Example in Hartree atomic units.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import cholesky, eigh, solve_triangular, solveh_banded

OMEGA = 2.0 / 3.0
counter = {"updates": 0}


def apply_A(u, h):
    out = 2.0 * u
    out[1:] -= u[:-1]
    out[:-1] -= u[1:]
    return out / h**2


def sweep(u, f, h, omega=OMEGA):
    counter["updates"] += len(u)
    return u + omega * h**2 / 2.0 * (f - apply_A(u, h))


def restrict(r):
    return (r[:-2:2] + 2.0 * r[1:-1:2] + r[2::2]) / 4.0


def interpolate(v):
    u = np.zeros((2 * len(v) + 1,) + v.shape[1:])
    u[1::2] = v
    u[:-2:2] += v / 2.0
    u[2::2] += v / 2.0
    return u


def vcycle(u, f, h, pre, post):
    if len(u) == 1:
        return f * h**2 / 2.0
    for _ in range(pre):
        u = sweep(u, f, h)
    coarse_f = restrict(f - apply_A(u, h))
    correction = vcycle(np.zeros_like(coarse_f), coarse_f, 2 * h, pre, post)
    u = u + interpolate(correction)
    for _ in range(post):
        u = sweep(u, f, h)
    return u


def matrices(N, omega=OMEGA):
    """Dense A, S and T on the unit interval."""
    h = 1.0 / N
    eye = np.eye(N - 1)
    A = apply_A(eye, h)
    S = sweep(eye, np.zeros_like(eye), h, omega)
    A_coarse = apply_A(np.eye(N // 2 - 1), 2 * h)
    T = eye - interpolate(np.linalg.solve(A_coarse, restrict(A)))
    return A, S, T


def two_grid_eigenvalues(N, sweeps, omega=OMEGA):
    _, S, T = matrices(N, omega)
    return np.linalg.eigvals(T @ np.linalg.matrix_power(S, sweeps))


def vcycle_energy_norm(N, pre, post):
    """Energy norm of the error matrix, built by running the V-cycle."""
    h = 1.0 / N
    eye = np.eye(N - 1)
    E = vcycle(eye, np.zeros_like(eye), h, pre, post)
    C = cholesky(apply_A(eye, h), lower=True)
    return np.linalg.norm(solve_triangular(C, (C.T @ E).T, lower=True), 2)


# --- Smoothing factor from the impulse response on a periodic grid ---
M = 48
impulse = np.zeros(M)
impulse[0] = 1.0
neighbours = np.roll(impulse, 1) + np.roll(impulse, -1)
mode_index = np.abs(np.rint(np.fft.fftfreq(M) * M).astype(int))
oscillatory = mode_index >= M // 4


def measured_symbol(omega):
    response = impulse - omega / 2.0 * (2.0 * impulse - neighbours)
    return np.fft.fft(response).real


symbol = measured_symbol(OMEGA)
theta = 2.0 * np.pi * mode_index / M
assert np.allclose(symbol, 1 - OMEGA * (1 - np.cos(theta)), atol=1e-13)
smoothing_factor = np.max(np.abs(symbol[oscillatory]))
assert abs(smoothing_factor - 1 / 3) < 1e-13
weights = np.arange(1, 301) / 300.0
worst = [np.max(np.abs(measured_symbol(w)[oscillatory])) for w in weights]
best_weight = weights[int(np.argmin(worst))]
assert abs(best_weight - 2 / 3) < 1e-12
print("Sweep factors, omega = 2/3 (dimensionless)")
for label, index in (("pi/4", 6), ("pi/2", 12), ("2pi/3", 16), ("pi", 24)):
    print(f"  theta = {label:5s}: {symbol[index] + 0.0:.4f}")
print(f"largest oscillatory factor: {smoothing_factor:.6f}")
print(f"best weight found by scan: {best_weight:.6f}")
undamped = np.max(np.abs(measured_symbol(1.0)[oscillatory]))
print(f"largest oscillatory factor, omega = 1: {undamped:.4f}")

# --- Action on sine modes, and the energy inequality ---
N = 64
A, S, T = matrices(N)
k = np.arange(1, N)
modes = np.sin(np.pi * np.outer(k, k) / N)
s = np.sin(k * np.pi / (2 * N))**2
assert np.allclose(S @ modes, (1 - 4 * s / 3) * modes, atol=1e-11)
assert np.allclose(T @ modes, s * (modes + modes[:, ::-1]), atol=1e-10)
coarse_product = restrict(A @ interpolate(np.eye(N // 2 - 1)))
assert np.allclose(coarse_product, apply_A(np.eye(N // 2 - 1), 2 / N),
                   atol=1e-8)
TS = T @ S
ratio = eigh(TS.T @ A @ TS, A - S.T @ A @ S, eigvals_only=True)[-1]


def F(x):
    return (1 - 4 * x / 3)**2 / (1 - 2 * x / 3)


predicted_ratio = np.max(3 / 8 * (F(s) + F(1 - s)))
assert abs(ratio - predicted_ratio) < 1e-6 and ratio < 0.5
print(f"N = 64: max ||TSe||^2/(||e||^2-||Se||^2) = {ratio:.5f}")

# --- Two-grid spectra ---
N = 256
expected = {1: 1 / 3, 2: 1 / 9, 3: 17 / 216}
print("Two-grid spectral radius, N = 256, omega = 2/3")
for sweeps, value in expected.items():
    eigenvalues = two_grid_eigenvalues(N, sweeps)
    radius = np.max(np.abs(eigenvalues))
    # with three sweeps the supremum falls between the discrete modes
    assert abs(radius - value) < (3e-5 if sweeps == 3 else 1e-8)
    if sweeps == 2:
        nonzero = eigenvalues[np.abs(eigenvalues) > 1e-3]
        assert len(nonzero) == N // 2
        assert np.allclose(nonzero, 1 / 9, atol=1e-8)
    print(f"  {sweeps} sweep(s): {radius:.5f}")
print("Two-grid spectral radius, one sweep, omega = 1")
for size in (16, 256):
    radius = np.max(np.abs(two_grid_eigenvalues(size, 1, 1.0)))
    assert abs(radius - math.cos(math.pi / size)**2) < 1e-8
    print(f"  N = {size:3d}: {radius:.5f}")

# --- True V-cycle contraction at several sizes ---
print("V-cycle energy-norm factor (one sweep before, one after)")
for size in (4, 8, 32, 128, 512):
    symmetric = vcycle_energy_norm(size, 1, 1)
    one_sided = vcycle_energy_norm(size, 1, 0)
    assert abs(symmetric - one_sided**2) < 1e-8
    assert 1 / 9 - 1e-8 < symmetric < 1 / 3
    if size == 4:
        assert abs(symmetric - 1 / 9) < 1e-10
    print(f"  N = {size:3d}: {symmetric:.5f}")

# --- Worked example: charge sheet between grounded plates ---
length, centre, width, sheet_charge = 16.0, 6.0, 1.0, 0.01
reduction = 1e-8


def density(x):
    gauss = np.exp(-(x - centre)**2 / (2 * width**2))
    return sheet_charge * gauss / (width * math.sqrt(2 * math.pi))


left = quad(lambda y: y * density(y), 0, centre, epsabs=1e-14)[0]
right = quad(lambda y: (length - y) * density(y), centre, length,
             epsabs=1e-14)[0]
reference = 4 * math.pi * ((length - centre) * left + centre * right) / length
hartree_eV = physical_constants["Hartree energy in eV"][0]
print(f"plate distance {length:.1f} bohr, sheet centre {centre:.1f} bohr")
print(f"width {width:.1f} bohr, sheet charge {sheet_charge:.3f} e/bohr^2")
print(f"centre potential, quadrature: {reference:.8f} hartree/e")
print(f"  the same in volts: {reference * hartree_eV:.5f} V")


def energy_norm(e, h):
    return math.sqrt(np.sum(np.diff(np.concatenate(([0.0], e, [0.0])))**2) / h)


cycle_bound = math.ceil(math.log(reduction) / math.log(1 / 3))
print(f"target error reduction: {reduction:.0e}")
print(f"cycles allowed by the 1/3 bound: {cycle_bound}")
slowest_dense = np.linalg.eigvalsh(S)[-1]
assert abs(slowest_dense - (1 - 4 / 3 * math.sin(math.pi / 128)**2)) < 1e-12
print(f"slowest Jacobi factor, N = 64: {slowest_dense:.6f}")
errors = []
for N in (64, 512, 4096):
    h = length / N
    x = h * np.arange(1, N)
    f = 4 * math.pi * density(x)
    bands = np.vstack((np.full(N - 1, -1 / h**2), np.full(N - 1, 2 / h**2)))
    discrete = solveh_banded(bands, f)
    start = energy_norm(discrete, h)
    u = np.zeros(N - 1)
    cycles = 0
    counter["updates"] = 0
    error = start
    while error > reduction * start:
        u = vcycle(u, f, h, 1, 1)
        new_error = energy_norm(u - discrete, h)
        assert new_error < error / 3
        error = new_error
        cycles += 1
        assert cycles <= cycle_bound
    updates = counter["updates"]
    assert updates < 4 * N * cycles
    mean_factor = (error / start)**(1 / cycles)
    slow_log = math.log1p(-4 / 3 * math.sin(math.pi / (2 * N))**2)
    jacobi_sweeps = math.ceil(math.log(reduction) / slow_log)
    value = u[round(centre / h) - 1]
    errors.append(value - reference)
    print(f"N = {N}: {cycles} V-cycles, mean factor {mean_factor:.4f}")
    print(f"  unknown updates: {updates} ({updates / N:.2f} per interval)")
    print(f"  Jacobi sweeps for smoothest mode: {jacobi_sweeps:.3e}")
    print(f"  centre potential: {value:.8f} hartree/e")
    print(f"  minus quadrature: {errors[-1]:.2e} hartree/e")
# eightfold finer grid: second-order error falls by 64
error_ratio = errors[0] / errors[1]
assert abs(error_ratio / 64 - 1) < 0.02
assert abs(errors[2]) < 1e-6
print(f"error ratio N = 64 to N = 512: {error_ratio:.2f}")
print("no test failed")
```

Running it gives:

```
Sweep factors, omega = 2/3 (dimensionless)
  theta = pi/4 : 0.8047
  theta = pi/2 : 0.3333
  theta = 2pi/3: 0.0000
  theta = pi   : -0.3333
largest oscillatory factor: 0.333333
best weight found by scan: 0.666667
largest oscillatory factor, omega = 1: 1.0000
N = 64: max ||TSe||^2/(||e||^2-||Se||^2) = 0.49880
Two-grid spectral radius, N = 256, omega = 2/3
  1 sweep(s): 0.33333
  2 sweep(s): 0.11111
  3 sweep(s): 0.07870
Two-grid spectral radius, one sweep, omega = 1
  N =  16: 0.96194
  N = 256: 0.99985
V-cycle energy-norm factor (one sweep before, one after)
  N =   4: 0.11111
  N =   8: 0.16450
  N =  32: 0.18955
  N = 128: 0.19367
  N = 512: 0.19479
plate distance 16.0 bohr, sheet centre 6.0 bohr
width 1.0 bohr, sheet charge 0.010 e/bohr^2
centre potential, quadrature: 0.42110633 hartree/e
  the same in volts: 11.45889 V
target error reduction: 1e-08
cycles allowed by the 1/3 bound: 17
slowest Jacobi factor, N = 64: 0.999197
N = 64: 11 V-cycles, mean factor 0.1719
  unknown updates: 2618 (40.91 per interval)
  Jacobi sweeps for smoothest mode: 2.293e+04
  centre potential: 0.42136826 hartree/e
  minus quadrature: 2.62e-04 hartree/e
N = 512: 11 V-cycles, mean factor 0.1709
  unknown updates: 22264 (43.48 per interval)
  Jacobi sweeps for smoothest mode: 1.468e+06
  centre potential: 0.42111041 hartree/e
  minus quadrature: 4.08e-06 hartree/e
N = 4096: 11 V-cycles, mean factor 0.1706
  unknown updates: 179894 (43.92 per interval)
  Jacobi sweeps for smoothest mode: 9.394e+07
  centre potential: 0.42110640 hartree/e
  minus quadrature: 6.30e-08 hartree/e
error ratio N = 64 to N = 512: 64.21
no test failed
```
